# Transit Time of an Argon Ion Through a Child-Law Sheath

**The situation.** A wafer electrode in a low-pressure argon discharge driven at $f=13.56$ MHz is covered by a sheath of width $s=1.0$ mm. The time-averaged voltage across the sheath is $V_0=100$ V. Singly charged argon ions, of mass $M=6.634\times10^{-26}$ kg, enter from the plasma and are accelerated to the electrode.

**Conventions.** The sheath is planar. The coordinate $x$ runs from the sheath edge, $x=0$, to the wall, $x=s$. The symbol $\phi(x)\ge 0$ is the voltage drop already passed, so $\phi(0)=0$ and $\phi(s)=V_0$. The electric potential relative to the edge is $-\phi$, and the field $E=d\phi/dx$ points towards the wall. The elementary charge is $e>0$.

**The model for parts (a) to (d).** The voltage is steady, ions make no collisions, the ion current density $J$ is the same at every $x$, and the sheath contains no electrons. The field vanishes at the edge.

## Part (a)

*Ions enter with negligible speed. Find the motion $x(t)$ of one ion, and from it the transit time $\tau$ in terms of $s$, $M$ and $V_0$.*

**Answer.** With ion density $n$ and speed $v$, the current density is $J=env$. Poisson's equation for the potential $-\phi$ has charge density $en$ on the right, and the two minus signs cancel:

$$\frac{dE}{dx}=\frac{d^2\phi}{dx^2}=\frac{en}{\varepsilon_0}=\frac{J}{\varepsilon_0 v}.$$

It is simplest to follow one ion. The field is steady in space, so the field felt by the moving ion changes at the rate

$$\frac{dE}{dt}=v\,\frac{dE}{dx}=\frac{J}{\varepsilon_0}.$$

The speed has cancelled. If the ion enters at $t=0$, where $E=0$, it feels $E=Jt/\varepsilon_0$. Newton's law $M\ddot x=eE$ then reads

$$\ddot x=kt,\qquad k=\frac{eJ}{\varepsilon_0M}.$$

Two integrations with $\dot x(0)=0$ and $x(0)=0$ give

$$v=\tfrac12kt^2,\qquad x=\tfrac16kt^3 .$$

An ion placed at rest at the edge, where there is no force, could also stay there. The solution wanted is the one that carries the current, namely the limit of a small positive entry speed; part (d) confirms this limit.

At the wall, $s=k\tau^3/6$ and the final speed is $v_0=k\tau^2/2$. Their ratio is $s/v_0=\tau/3$. Energy conservation, $\tfrac12Mv_0^2=eV_0$, fixes $v_0$, so

$$\boxed{\;\tau=\frac{3s}{v_0}=3s\sqrt{\frac{M}{2eV_0}}\;},\qquad v_0=\sqrt{\frac{2eV_0}{M}} .$$

The mean speed is therefore one third of the impact speed. In a uniform field the speed grows linearly in time, the mean speed is half the final speed, and the time is $2s/v_0$. The Child-law sheath is slower because its field is weak near the edge, where the ion is also slow.

## Part (b)

*Evaluate the transit time and compare it with the radio-frequency period. Find the current density that this sheath must carry, and say how $\tau$ depends on voltage if that current is held fixed.*

**Answer.** The impact speed is

$$v_0=\sqrt{\frac{2(1.602\times10^{-19}\ \mathrm C)(100\ \mathrm V)}{6.634\times10^{-26}\ \mathrm{kg}}}=2.198\times10^{4}\ \mathrm{m/s},$$

and hence

$$\tau=\frac{3(1.0\times10^{-3}\ \mathrm m)}{2.198\times10^{4}\ \mathrm{m/s}}=1.365\times10^{-7}\ \mathrm s\approx0.14\ \mu\mathrm s .$$

The period is $1/f=0.07375\ \mu$s. The ion thus spends $f\tau=0.1365/0.07375=1.85$ periods in the sheath, which is nearly two. A uniform field of the same width and voltage would give $0.091\ \mu$s.

For the current, $v_0=k\tau^2/2$ and $\tau=3s/v_0$ give

$$k=\frac{2v_0}{\tau^2}=\frac{2v_0^3}{9s^2}.$$

With $J=\varepsilon_0Mk/e$ and $Mv_0^2=2eV_0$ this becomes

$$J=\frac{2\varepsilon_0Mv_0^3}{9es^2}=\frac{4\varepsilon_0V_0v_0}{9s^2}
=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V_0^{3/2}}{s^2},$$

which is Child's law. For the present sheath $J=8.65\ \mathrm{A/m^2}=0.865\ \mathrm{mA/cm^2}$.

Width, voltage and current are therefore not three free choices. At fixed width, $\tau\propto V_0^{-1/2}$. At fixed current, Child's law requires $s\propto V_0^{3/4}$, and then $\tau\propto sV_0^{-1/2}\propto V_0^{1/4}$. Raising the voltage at fixed current lengthens the transit slightly, because the sheath widens faster than the ion speed grows.

## Part (c)

*Find how the voltage drop and the elapsed time are related along the path. What fractions of the width and of the transit time belong to the first 3 V?*

**Answer.** Dividing $x=kt^3/6$ by $s=k\tau^3/6$ gives $x/s=(t/\tau)^3$. Since $\phi=Mv^2/(2e)$ and $v\propto t^2$,

$$\frac{\phi}{V_0}=\left(\frac t\tau\right)^4=\left(\frac xs\right)^{4/3}.$$

The first 3 V therefore occupy the fraction $(0.03)^{3/4}=0.072$ of the width, but the fraction $(0.03)^{1/4}=0.42$ of the time. The estimate in part (b) depends strongly on a thin layer next to the plasma. Three volts is also a typical electron temperature in volts, and in this layer both neglected items, the entry speed and the electrons, matter most.

## Part (d)

*Ions in fact enter at about the Bohm speed $u=\sqrt{eT_e/M}$, where $T_e$ is the electron temperature in volts. Keep the field zero at the edge and find the transit time $\tau_u$. Evaluate it for $T_e=3$ V, first with $s$ and $V_0$ fixed, then with $J$ and $V_0$ fixed.*

**Answer.** The relation $dE/dt=J/\varepsilon_0$ did not use the entry speed, so $\ddot x=kt$ still holds. Now $\dot x(0)=u$, and

$$v=u+\tfrac12kt^2,\qquad x=ut+\tfrac16kt^3 .$$

Let $v_f$ be the speed at the wall. Then $k\tau_u^2/2=v_f-u$, so that $k\tau_u^3/6=(v_f-u)\tau_u/3$. Inserting this in the expression for $x$ at the wall gives

$$s=u\tau_u+\frac{(v_f-u)\tau_u}{3}=\frac{(v_f+2u)\tau_u}{3},$$

$$\tau_u=\frac{3s}{v_f+2u},\qquad v_f=\sqrt{v_0^2+u^2}.$$

For $u\to0$ this returns $3s/v_0$. For $u\gg v_0$ it tends to $s/u$, the time of an ion that is hardly accelerated. For small $u$ the relative change is $-2u/v_0$: it is linear in $u$, although the change in impact energy is quadratic. A small entry energy can thus matter for the time while being unimportant for the energy.

Here $u=2.69\times10^3$ m/s and $v_f=2.214\times10^4$ m/s. With $s$ and $V_0$ fixed,

$$\tau_u=\frac{3.0\times10^{-3}\ \mathrm m}{(2.214+0.538)\times10^4\ \mathrm{m/s}}=0.109\ \mu\mathrm s .$$

This is 20 % below the cold-entry value and amounts to 1.48 periods. The current density has not stayed fixed in this comparison. From $J=\varepsilon_0Mk/e$ with $k=6(s-u\tau_u)/\tau_u^3$ it is now $1.20\ \mathrm{mA/cm^2}$: faster ions have a lower density at given current, so more current is needed to build up the same voltage over the same width.

If instead $J$ and $V_0$ are fixed, $k$ keeps its value $2v_0/\tau^2$ from part (b). Then $k\tau_u^2/2=v_f-u$ gives

$$\frac{\tau_u}{\tau}=\sqrt{\frac{v_f-u}{v_0}}=\sqrt{\frac{2.214-0.269}{2.198}}=0.94,$$

or $0.128\ \mu$s. The sheath is then wider, $s=(v_f+2u)\tau_u/3=1.18$ mm, and this offsets most of the gain in speed. The size of the correction thus depends on what is known about the sheath. In this electron-free model, the stated width of 1 mm gives the 20 % reduction.

## Part (e)

*Let the sheath voltage be $V_0+V_1\cos(\omega t+\theta)$, with $\omega=2\pi f$, $V_1=50$ V and $\theta$ the phase at entry. The width and the Child shape of the field stay fixed. For cold entry and to first order in $V_1$, find the impact energy $W$ and its spread over all entry phases when the transit is short and when it is long compared with a period. Apply the result to the sheath above.*

**Answer.** Let $\phi(x)$ be the drop at the mean voltage. The field is $\phi'(x)\,[1+(V_1/V_0)\cos(\omega t+\theta)]$. The quantity $H=\tfrac12Mv^2-e\phi(x)$ would be constant without modulation. With it,

$$\frac{dH}{dt}=v\,(M\dot v-e\phi')=e\,\frac{V_1}{V_0}\,v\phi'\cos(\omega t+\theta).$$

The right side already contains $V_1$, so to first order $v\phi'$ may be taken along the unmodulated path. There it equals $d\phi/dt=4V_0t^3/\tau^4$, by part (c). Corrections to the path and to the arrival time enter at second order. Since $H=0$ at the edge and $H=W-eV_0$ at the wall,

$$W=eV_0+\frac{4eV_1}{\tau^4}\int_0^\tau t^3\cos(\omega t+\theta)\,dt .$$

*Short transit, $\omega\tau\ll1$.* The cosine keeps its entry value and the integral is $(\tau^4/4)\cos\theta$. Then $W=e(V_0+V_1\cos\theta)$: the ion receives the instantaneous voltage, and the spread between highest and lowest energy is $2eV_1$, here 100 eV.

*Long transit, $\omega\tau\gg1$.* Two integrations by parts give

$$\int_0^\tau t^3\cos(\omega t+\theta)\,dt=\frac{\tau^3}{\omega}\sin(\omega\tau+\theta)+\frac{3\tau^2}{\omega^2}\cos(\omega\tau+\theta)-\frac{6}{\omega^2}\int_0^\tau t\cos(\omega t+\theta)\,dt .$$

The first term dominates. It makes the energy swing with amplitude $4eV_1/(\omega\tau)$, so

$$\Delta W\approx\frac{8eV_1}{\omega\tau}.$$

The second term is a quarter period out of phase with the first. It therefore changes the amplitude only at relative order $(\omega\tau)^{-2}$, as does the third.

The parameter that separates the two limits is $\omega\tau$, not $f\tau$. For $f\tau=1.85$ it is $2\pi\times1.85=11.6$, so a transit of nearly two periods already lies on the long side, and

$$\Delta W\approx\frac{8\times50\ \mathrm{eV}}{11.6}=34\ \mathrm{eV}.$$

*Comparison without the expansion in $V_1$.* The equation of motion in the same modulated field was integrated by an adaptive Runge–Kutta method for 36 equally spaced entry phases, with entry at the Bohm speed of part (d). At 13.56 MHz the impact energies run from 85.0 to 118.7 eV, a spread of 33.8 eV. At one hundredth of the frequency the spread is 99.8 eV, and at ten times the frequency it is 3.4 eV, in line with the two limits. A set of 36 phases slightly misses the extremes: with 720 phases the lowest energy at 13.56 MHz is 84.9 eV and the spread at one hundredth of the frequency is 100.0 eV, while the spreads of 33.8 eV and 3.4 eV are unchanged.

The cold-entry formula works here although the entry speed is not small, and the reason can be seen from the leading term. For a general path the first integration by parts gives an amplitude $e(V_1/V_0)\,v_f\phi'(s)/\omega$, which contains the speed and field at the wall alone; the boundary term from the edge vanishes with $\phi'(0)$. The edge still leaves a smaller contribution: for finite entry speed $x\approx ut$ there, so $\phi'\propto t^{1/3}$, and the remaining integral adds a term of relative size $\Gamma(4/3)\,(u/v_f)\,[u/(\omega s)]^{1/3}$. This is about 3 % at 13.56 MHz, and it raises or lowers the amplitude according to its phase relative to the wall term. Bohm entry leaves $\phi'(s)=4V_0/(3s)$ unchanged in this model and raises the wall speed by less than 1 %.

The computed transit times run from 0.094 to $0.099\ \mu$s, all below the $0.109\ \mu$s of part (d). Modulation need not be the cause, because the two models use different mean fields. In part (d) the field was adjusted to the faster ions; here the cold Child profile was retained. To compare them, write $w=\sqrt{2e\phi/M}$. Eliminating $t$ from $E=Jt/\varepsilon_0$ and $v-u=kt^2/2$ gives $E^2=2MJ(v-u)/(\varepsilon_0e)$, with $v=\sqrt{u^2+w^2}$. At equal $\phi$, the ratio of the adjusted $E^2$ to that of the cold profile is proportional to

$$\frac{\sqrt{u^2+w^2}-u}{w}=\frac{w}{\sqrt{u^2+w^2}+u},$$

which rises steadily from zero with $w$. The adjusted field is therefore the weaker one at small $\phi$ and, since both profiles reach $V_0$ at the same $s$, the stronger one near the wall. As $x=\int d\phi/E$, each value of $\phi$ is reached later in $x$ in the adjusted profile. At a given $x$ an ion with the same entry speed is then slower there than in the cold profile. Even without modulation, the fixed Child profile gives a time shorter than $0.109\ \mu$s.

## Part (f)

*Judge the estimate for a real low-pressure etching reactor. Take a pressure of 5 mTorr, a gas temperature of 300 K and an ion–neutral cross section of $1\times10^{-18}\ \mathrm{m^2}$; these, like $T_e$, are rough typical values.*

**Answer.** The ion density at the edge that belongs to the current density of part (d) is $n=J/(eu)=2.8\times10^{10}\ \mathrm{cm^{-3}}$, a plausible value for such a reactor. Width and voltage vary widely between reactors and operating conditions, so the chosen pair is one reasonable case. Five assumptions need attention.

*Entry speed.* At fixed width and voltage it lowers the time from 0.14 to $0.11\ \mu$s, and the number of periods from nearly two to about one and a half.

*Electrons near the edge.* The Debye length is $\sqrt{\varepsilon_0T_e/(en)}=0.077$ mm, about 8 % of the width. The electrons do not vanish within one such length. For ions entering at the Bohm speed, the ion and electron densities at first fall equally with $\phi$, so the field builds up slowly and the electron density dies away over several Debye lengths. The position of the edge is therefore uncertain by a sizeable part of the width. An ion at the Bohm speed needs $0.029\ \mu$s to cross one Debye length, which is as large as the entry-speed correction itself. A transit time is thus defined no more closely than the point at which the clock is started.

*Collisions.* The gas density is $p/(k_BT)$, with $k_B$ Boltzmann's constant, and the mean free path $\lambda=k_BT/(p\sigma)$ is 6.2 mm. The probability of a collision within the sheath is $1-e^{-s/\lambda}=15\,\%$. The formula describes the other 85 % of the ions. Because $\lambda\propto1/p$, the mean free path falls to the sheath width near 31 mTorr at the same temperature and cross section, and the collisionless result then fails for most ions.

*Moving edge.* In a radio-frequency sheath the width oscillates together with the voltage. Part (e) held it fixed, so its energies and times belong to that model and do not predict a measured distribution. The shift caused by the moving edge has not been calculated here.

*Voltage swing.* With $V_1=50$ V the sheath voltage never falls below 50 V. At $T_e=3$ V almost no electrons then reach the wafer, so the example of part (e) requires an electrode that carries a net direct current. A wafer coupled through a capacitor carries none. Its sheath voltage must fall to a few times $T_e$ in each period to let enough electrons through. For a sinusoidal voltage with the same mean, $V_1$ is then nearly twice as large, and so is the energy spread in the fixed-width model.

The value $0.14\ \mu$s is therefore the result for cold ions in an ideal Child-law sheath. For the reactor it supports a transit time of order $0.1\ \mu$s, comparable with one or two periods. In the fixed-width model of part (e), the energy spread at 13.56 MHz is about a third of the full voltage swing.
